# What does a straight Arrhenius plot say about a precursor's decomposition?

**Question**

Suppose I follow the gas-phase decomposition of a chelated gallium alkyl at nine temperatures between 660 and 740 K. At each temperature the precursor decays as a single exponential. The plot of $\ln k$ against $1/T$ is straight, with $R^2$ about 0.999, and its slope gives 252 kJ/mol. May I conclude that one elementary step, presumably the breaking of a Ga–C bond, has a barrier of 252 kJ/mol? If not, what would the data have to look like before I could?

**Answer**

No. One elementary step with constant prefactor and barrier gives a straight line, but the inference does not run backwards. Two ordinary complications, competing channels and a pre-equilibrium, can give lines just as straight. Your 252 kJ/mol can come from a mechanism in which no step has that barrier.

**What the slope measures**

Let $\beta=1/(RT)$, and define the apparent activation energy and the curvature of the plot by

$$E_{\rm app}=-\frac{d\ln k}{d\beta},\qquad c=\frac{d^2\ln k}{d\beta^2}.$$

Let the precursor exist in forms $j$, with enthalpy $H_j$ and entropy $S_j$, which interconvert much faster than they decompose. Their populations are then in equilibrium:

$$p_j=\frac{e^{S_j/R-\beta H_j}}{\sum_l e^{S_l/R-\beta H_l}}.$$

Channel $i$ leaves form $j(i)$ irreversibly with rate constant $A_ie^{-\beta E_i}$. All $A$, $E$, $H$ and $S$ are taken as constant. The decay rate of the total precursor is $k=\sum_i p_{j(i)}A_ie^{-\beta E_i}$, so

$$\ln k=\ln\sum_i A_ie^{S_{j(i)}/R}e^{-\beta(H_{j(i)}+E_i)}-\ln\sum_j e^{S_j/R}e^{-\beta H_j}.$$

Both terms have the shape $\ln\sum_n a_ne^{-\beta x_n}$. The first derivative of such a term is $-\langle x\rangle$, with weights proportional to $a_ne^{-\beta x_n}$. Differentiating once more gives $\langle x^2\rangle-\langle x\rangle^2$, the variance of $x$. In the first term the weights are the shares of the reactive flux; in the second they are the populations. Hence

$$E_{\rm app}=\langle H+E\rangle_{\rm flux}-\langle H\rangle_{\rm pop},\qquad c=\mathrm{Var}_{\rm flux}(H+E)-\mathrm{Var}_{\rm pop}(H).$$

The slope is a difference of averages, and the curvature is a difference of variances. A straight plot says that this second difference is small. It does not say that each variance is zero.

**Competing channels bend the plot upwards**

Take one form with two channels whose barriers differ by $\Delta E$. Let $w$ be the flux share of the channel with the higher barrier. There is no population variance, and

$$E_{\rm app}=E_{\rm low}+w\,\Delta E,\qquad c=w(1-w)\,\Delta E^2\le\frac{\Delta E^2}{4}.$$

If the two barriers are equal, $\ln k=\ln(A_1+A_2)-\beta E$. Within this model that is a straight line at every temperature, and yet there are two reactions.

**A pre-equilibrium bends it downwards**

Now let a closed form C open to a form O, with $K=e^{\Delta S/R-\beta\Delta H}$, and let only O react, with rate constant $k_2=Ae^{-\beta E}$. The open fraction is $\theta=K/(1+K)$. The whole flux passes through one channel, so the flux variance vanishes. The population average of $H$ is $\theta\Delta H$ and its variance is $\theta(1-\theta)\Delta H^2$. Therefore

$$E_{\rm app}=E+(1-\theta)\Delta H,\qquad c=-\theta(1-\theta)\,\Delta H^2.$$

There are two straight limits. For $K\gg1$ nearly everything is open and $E_{\rm app}\to E$. For $K\ll1$,

$$k\approx Kk_2=Ae^{\Delta S/R}\,e^{-\beta(E+\Delta H)},$$

which is a straight line with slope energy $E+\Delta H$. This is the height of the transition state above the closed form, but it is the barrier of neither step.

**Does the single exponential help?**

Only in part. It argues against slow exchange between forms that are both well populated at the start, but it does not exclude a pre-equilibrium. Let C open with rate constant $k_o$, let O close with $k_c$, and let O decompose with $k$:

$$\dot C=-k_oC+k_cO,\qquad \dot O=k_oC-(k_c+k)O.$$

Inserting $e^{-\lambda t}$ gives $(k_o-\lambda)(k_c+k-\lambda)-k_ok_c=0$. With $s=k_o+k_c$ and $\theta=k_o/s$ this becomes

$$\lambda^2-(s+k)\lambda+\theta sk=0,\qquad\text{or}\qquad \lambda=\frac{\theta sk+\lambda^2}{s+k}.$$

For $k\ll s$ the slow root is $\lambda\approx\theta k$. Putting this value into the right-hand side and expanding to first order in $k/s$ gives

$$\lambda\approx\theta k\left[1-(1-\theta)\frac ks\right].$$

Start from equilibrated precursor, with total amount $(1-b)e^{-\lambda t}+be^{-\Lambda t}$, where $\Lambda\approx s$ is the fast root. The initial loss rate is $\theta k=(1-b)\lambda+b\Lambda$, so

$$b=\frac{\theta k-\lambda}{\Lambda-\lambda}\approx\theta(1-\theta)\left(\frac ks\right)^2.$$

The second exponential is negligible when exchange is fast. In the opposite case, $s\ll k$, the slow root is $\lambda\approx\theta s=k_o$ and the fast root is $\Lambda\approx k$, so the exact expression for $b$ gives $b\approx\theta$. The decay then looks like a single exponential in two limits. If nearly all of the precursor starts open, $\theta\approx1$, the plot reports the decomposition step. If little of it starts open, $\theta\ll1$, the plot reports the opening barrier and says nothing about the decomposition step. These values of $b$ assume a start equilibrated at the reaction temperature, which slow exchange cannot supply. Precursor that enters cold is almost entirely closed (open fraction about $2\times10^{-7}$ at 300 K for the parameters below). Its initial loss rate is then zero, $b=-\lambda/(\Lambda-\lambda)\approx-k_o/k$, and the decay is a single exponential with rate $k_o$ whatever the value of $\theta$.

**A mechanism that gives your number**

Take these round parameters:

- Ring opening: $\Delta H=60$ kJ/mol, $\Delta S=70$ J/(mol K).
- β-hydrogen elimination from the open form: $A=10^{13}$ s⁻¹, $E=180$ kJ/mol.
- Ga–C homolysis from the open form: $A=10^{16}$ s⁻¹, $E=220$ kJ/mol.

Space nine points equally in $\beta$ from 660 to 740 K. The middle is at 697.7 K, where $\beta=0.17238$ mol/kJ, and the half-width is $h=0.00985$ mol/kJ. At the middle the open fraction is $\theta=0.127$, and homolysis carries the share $w=0.503$ of the flux.

With the channels alone (all precursor open),
$$E_{\rm app}=180+0.503\times40\approx200\ \text{kJ/mol},\qquad c=0.503\times0.497\times40^2\approx400\ (\text{kJ/mol})^2.$$

With the pre-equilibrium alone (elimination as the one channel),
$$E_{\rm app}=180+0.873\times60\approx232\ \text{kJ/mol},\qquad c=-0.127\times0.873\times60^2\approx-400\ (\text{kJ/mol})^2.$$

With both, the contributions add, because both channels start from the same open form:
$$E_{\rm app}=180+20.1+52.4\approx252\ \text{kJ/mol},$$
and the printed curvature is $-0.3$ (kJ/mol)². The fitted line has 252 kJ/mol and a prefactor of $10^{17.8}$ s⁻¹, and neither belongs to any step of the mechanism. The near-perfect cancellation is an accident of these parameters. The argument does not need it, as the two separate cases show.

**How much bending could you see?**

Measure $x=\beta-\beta_{\rm mid}$. Near the middle, $\ln k\approx\text{const}-E_{\rm app}x+\tfrac12cx^2$. The nine points lie at $x/h=0,\pm\tfrac14,\pm\tfrac12,\pm\tfrac34,\pm1$, so

$$\sum x^2=3.75\,h^2,\qquad \overline{x^2}=\tfrac{5}{12}h^2,\qquad \sum x^4=2.766\,h^4.$$

By symmetry $\sum x^3=0$, so the parabola does not change the fitted slope. It shifts the fitted level by $\tfrac12c\,\overline{x^2}$ and leaves residuals $\tfrac12c(x^2-\overline{x^2})$. For the two-channel case the end residual is

$$\tfrac12ch^2\left(1-\tfrac5{12}\right)=\tfrac7{24}\times400\times(0.00985)^2\approx0.011,$$

about 1 % in the rate. The residual sum of squares is $\tfrac14c^2Q$, with

$$Q=\sum(x^2-\overline{x^2})^2=\sum x^4-\frac{(\sum x^2)^2}{9}=1.203\,h^4.$$

The total sum of squares is $E_{\rm app}^2\sum x^2$ to leading order. Thus

$$1-R^2\approx\frac{1.203\,c^2h^2}{4\times3.75\,E_{\rm app}^2}\approx3\times10^{-5}.$$

Noise-free two-channel data would give $R^2=0.99997$. The large slope dominates $R^2$, which makes it a poor detector of curvature.

Now add independent scatter $\sigma=0.05$ in $\ln k$. This is a realistic size: in the combined model a temperature error of 1 K alone changes $\ln k$ by 0.062. The fitted coefficient of $x^2$, which should equal $c/2$, has standard error $\sigma/\sqrt Q$. The signal in standard errors is therefore

$$z=\frac{|c|\sqrt Q}{2\sigma}\approx0.4.$$

In 20,000 simulated two-channel data sets with this scatter, a curvature test at the 5 % level, with $\sigma$ taken as known, raised a flag in 7.0 % of cases, hardly more than its false-alarm rate. If $\sigma$ must be estimated from the nine points, the test is weaker still. With nine points and the same scatter, three standard errors require a window of about 604–826 K. The rate then runs from $3.6\times10^{-3}$ to 164 s⁻¹, which is hard to cover in one apparatus.

A wide window is no guarantee either. For the combined mechanism, nine noise-free points from 500 to 1000 K still give $1-R^2=6.5\times10^{-5}$, although one point misses the line by 0.15 in $\ln k$. Look at the residuals, not at $R^2$.

**Why it matters for a reactor**

A line that is good inside the window can fail outside it. Least-squares residuals $r$ satisfy $\sum r=0$ and $\sum xr=0$. If they changed sign at most once, at some $x^*$, all products $(x-x^*)r$ would have one sign and could not sum to zero. They therefore change sign at least twice. A strictly convex curve meets a line at most twice, so both crossings lie inside the window and the curve runs above the line outside it. For a concave curve the inequality is reversed.

The 660–740 K lines, extended to 500 and 1000 K, give these ratios of predicted to true model rate:

- Channels only: 0.48 and 0.63.
- Pre-equilibrium only: 1.5 and 2.5.
- Both: 0.72 and 1.6.

**What would be better evidence?**

Measure something that responds to the mechanism at first order. If the two channels give distinguishable products, their ratio obeys

$$\ln\frac{k_{\rm hom}}{k_{\rm elim}}=\ln\frac{A_{\rm hom}}{A_{\rm elim}}-\beta\,\Delta E.$$

Across your window it changes by a factor of 2.2. With scatter 0.05 in its logarithm, the slope has standard error $\sigma/\sqrt{\sum x^2}\approx2.6$ kJ/mol, so $\Delta E=40$ kJ/mol stands out by 15 standard errors. The same nine temperatures gave 0.4 for the curvature.

This ratio is blind to the pre-equilibrium, because $\theta$ cancels. For that you need the open fraction itself, for instance from spectroscopy. In the model it rises from 0.075 to 0.209 across the window, and $k/\theta$ is the summed rate constant of the open form.

Curvature, conversely, does not disprove an elementary step. If $k\propto Te^{-\beta E_0}$, then $\ln k=\text{const}-\ln\beta-\beta E_0$. This gives $E_{\rm app}=E_0+RT$ and $c=1/\beta^2=(RT)^2$, about 34 (kJ/mol)² here.

**How close is this to a real precursor?**

The example is loosely modelled on (3-dimethylaminopropyl)dimethylgallium in nitrogen at 76 Torr. Its parameters are illustrative choices, not measured constants of that molecule. The homolysis barrier in particular is probably much too low: breaking the first gallium–methyl bond of trimethylgallium is estimated to cost roughly 300 kJ/mol. At fixed prefactor, even 30 kJ/mol more would multiply the homolysis rate by $e^{-30\times0.172}\approx0.006$. Elimination would then dominate, and the slope would fall back to about 233 kJ/mol, still not the barrier of a step. The model also lets homolysis start only from the open form, although the closed form has Ga–C bonds too. If the closed form broke them with the same prefactor and barrier, that channel would carry most of the flux and the slope would be about 221 kJ/mol. If its barrier is higher by 10, 20 or 30 kJ/mol, it lowers the slope by about 11, 2 or 0.2 kJ/mol, so leaving it out is harmless only from about 20 kJ/mol upwards.

I also estimated five neglected effects for the combined model: a prefactor proportional to $T$, a heat capacity of ring opening, tunnelling, one radical attack per homolysis, and pressure fall-off. With the inputs listed in the output, each shifts $E_{\rm app}$ by less than 7 kJ/mol. The fall-off estimate is rough, because it depends strongly on the assumed number of oscillators and on the collision efficiency. The estimate in the output treats each channel separately and counts only the states of the closed form; it lowers the rate by about 6 % and adds $-330$ (kJ/mol)² to the curvature. This is probably too large: counting the states of the open form as well, with the same inputs, the rate falls by only 0.4 % and the curvature changes by about $-40$ (kJ/mol)². With closed-form states only and 30 oscillators instead of 38, the shifts grow to about $-13$ kJ/mol and $-560$ (kJ/mol)². The other four effects each add tens of (kJ/mol)² of either sign, so the cancellation found above should not be expected to survive in detail. With all five included as in the output, the fit gives 256.5 kJ/mol and a largest residual of 0.009, still well below the scatter. Finite ring-opening speed is negligible for a closing rate near $10^{10}$ s⁻¹.

The model also assumes an inert wall, and that assumption is easily broken. In a tube of 1 cm radius, a reaction probability of only $6\times10^{-6}$ per wall collision makes the wall loss as fast as the gas-phase reaction, 0.086 s⁻¹. With the collision diameter assumed in the output, a fully reactive wall would be limited by diffusion to about 11 s⁻¹, more than a hundred times the gas-phase rate. Propagating radical chains are also outside the model. Vary the surface-to-volume ratio and add a radical scavenger before assigning any slope to gas-phase chemistry.

So report 252 kJ/mol as an apparent activation energy for 660–740 K under your conditions. To assign it to the barrier of one elementary step, you need independent evidence that one elementary channel carries the flux, and that the fraction of precursor in the form it leaves hardly changes with temperature. Even then the slope can differ from the barrier by a few kJ/mol, for instance by $RT$ if the prefactor is proportional to $T$. This also presumes the high-pressure limit: in a Kassel estimate with $A=10^{16}$ s⁻¹, a single step with a barrier of 252 kJ/mol gives at 1 Torr a slope of about 241 kJ/mol for 25 oscillators and 228 kJ/mol for 16, with residuals near 0.01. Check that the rate does not depend on pressure. The remaining values are in the numerical output below.

## Computed results

```
Ring opening: dH 60 kJ/mol, dS 70 J/(mol K)
Elimination: A 1e+13 1/s, E 180 kJ/mol
Homolysis: A 1e+16 1/s, E 220 kJ/mol
Window 660-740 K, 9 points, middle 697.7 K
Middle beta 0.17238, half-width 0.00985 mol/kJ
Open fraction at low, middle, high T: 0.0748 0.1274 0.2087
Homolysis share of flux at middle: 0.5031
Observed rate, both effects, middle: 0.0858 1/s
[channels] E_app 200.13 kJ/mol, curvature 400.0 (kJ/mol)^2
[channels] fitted E 200.12 kJ/mol, log10(A s) 14.81
[channels] largest residual in ln k 0.01124, 1-R^2 3.07e-05
[channels] line/true rate: 500 K 0.483, 1000 K 0.633
[pre-eq] E_app 232.35 kJ/mol, curvature -400.3 (kJ/mol)^2
[pre-eq] fitted E 232.14 kJ/mol, log10(A s) 16.01
[pre-eq] largest residual in ln k 0.01220, 1-R^2 2.37e-05
[pre-eq] line/true rate: 500 K 1.482, 1000 K 2.488
[both] E_app 252.48 kJ/mol, curvature -0.3 (kJ/mol)^2
[both] fitted E 252.27 kJ/mol, log10(A s) 17.82
[both] largest residual in ln k 0.00097, 1-R^2 1.28e-07
[both] line/true rate: 500 K 0.716, 1000 K 1.576
[both] zero curvature at 697.6 K, E_app there 252.48 kJ/mol
[both] 500-1000 K: largest residual 0.1500, 1-R^2 6.54e-05
Assumed scatter in ln k and in ln(product ratio): 0.05
[channels] curvature signal in window: 0.42 standard errors
[channels] window for 3 standard errors: 604-826 K
[channels] rates at its ends: 3.64e-03 and 1.64e+02 1/s
Curvature flagged at 5% level: 7.0 % narrow, 85.2 % wide
Product ratio changes across window by factor 2.20
Product-ratio slope signal: 15.3 standard errors
Neglected effects on the model with both, at the middle:
Inputs: dCp 20 J/(mol K), barrier 1000i 1/cm, 76 Torr N2
Inputs: diameter 0.6 nm, efficiency 0.2, 38 oscillators
T prefactor: E +5.80 kJ/mol, curvature +33.7 (kJ/mol)^2
heat capacity: E -0.04 kJ/mol, curvature +71.2 (kJ/mol)^2
tunnelling: E -2.57 kJ/mol, curvature +37.0 (kJ/mol)^2, rate x 1.088
radical attack: E +6.65 kJ/mol, curvature -45.9 (kJ/mol)^2, rate x 1.503
fall-off: E -4.94 kJ/mol, curvature -328.6 (kJ/mol)^2, rate x 0.938
All five: fitted E 256.50 kJ/mol, 1-R^2 8.47e-06
All five: largest residual in ln k 0.00902
Ring closing (1e11 1/s, 15 kJ/mol) at 740 K: 8.73e+09 1/s
Relative rate error from finite ring-opening speed: 3.5e-10
Change of ln k for 1 K temperature error: 0.0624
Wall loss equals gas rate at reaction probability 6.1e-06
Diffusion-limited wall loss, tube radius 1 cm: 11.2 1/s
```
